**Dipole magnetic form factor of a 4f ion**

The program tests $f(Q)=\langle j_0\rangle+(2/g-1)\langle j_2\rangle$, where $g$ is the Landé factor, $Q$ the wavevector transfer and $\langle j_K\rangle$ the 4f radial average of the spherical Bessel function $j_K(Qr)$. It asserts that the closed radial averages agree with direct quadrature for one and for two exponents. Hund states built from Slater determinants confirm the projections of $\mathbf L$, $\mathbf S$ and the aspherical spin term for every $4f^n$ Hund ground level with $J>0$. Three-dimensional quadrature of the amplitude for $4f^1$, averaged over the directions of $\mathbf Q$, confirms the spin and orbital rank-one parts separately. The small-$Q$ law is also asserted, including the sign of the initial slope. The output shows that the dipole curve of $4f^5$ first rises and peaks at about 1.64 for the single-exponent model. For $4f^1$ with $J=M=5/2$ and $\mathbf Q$ perpendicular to the moment, it also shows how the dipole value differs from the complete amplitude.

## Numerical check

```python
"""Magnetic neutron form factor of a 4f^n ion in its Hund level (L,S,J).

Result under test (dipole approximation):
    f(Q) = <j0> + C <j2>,   C = 2/g - 1,
where <jK> is the 4f radial average of the spherical Bessel function jK(Qr)
and g is the Lande factor with spin g-factor 2.
The complete rank-one part has C1 = (2 - g + 3 tau)/g instead of C, where
sum_i [rhat (rhat.s) - s/3] = tau J describes the aspherical spin density.
F_perp = sum exp(iQ.r) [Qhat x (s x Qhat) + (i/Q) p x Qhat] is the amplitude.
Lengths are in angstrom, wavevectors in 1/angstrom; hbar = 1.
"""
import math
import numpy as np
from scipy.constants import physical_constants, angstrom
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lpmv, spherical_jn


# ---------- radial averages ----------
def single_exponent_averages(Q, a):
    """<j0>, <j2> for the normalized radial density r^8 exp(-a r)."""
    t = Q / a
    th = math.atan(t)
    k = math.cos(th)
    j0 = k**8 * math.sin(8 * th) / (8 * t)
    j2 = (k**6 * math.sin(6 * th) / (112 * t**3)
          - 3 * k**7 * math.cos(7 * th) / (56 * t**2) - j0)
    return j0, j2


def closed_averages(Q, exponents):
    """Equal-coefficient sum of normalized functions r^3 exp(-zeta r)."""
    total, norm = np.zeros(2), 0.0
    for z1 in exponents:
        for z2 in exponents:
            w = (2 * math.sqrt(z1 * z2) / (z1 + z2))**9
            total += w * np.array(single_exponent_averages(Q, z1 + z2))
            norm += w
    return total / norm


def radial_quadrature(weight, exponents):
    """Average of weight(r) over r^2 R(r)^2 by direct integration."""
    def density(r):
        R = sum(z**4.5 * r**3 * math.exp(-z * r) for z in exponents)
        return (r * R)**2
    opts = dict(epsabs=1e-12, epsrel=1e-11, limit=300)
    norm = quad(density, 0, 5, **opts)[0]
    return quad(lambda r: density(r) / norm * weight(r), 0, 5, **opts)[0]


zeta = 10.0
single = (zeta,)
r2 = radial_quadrature(lambda r: r * r, single)
r2_unscaled = radial_quadrature(lambda r: r * r, (10.0, 20.0))
scale = math.sqrt(r2_unscaled / r2)
double = (10.0 * scale, 20.0 * scale)
r2_double = radial_quadrature(lambda r: r * r, double)
assert abs(r2_double - r2) < 1e-8
Q_list = [2.0, 4.0, 6.0, 8.0, 10.0]
for exps in (single, double):
    for Q in Q_list:
        closed = closed_averages(Q, exps)
        for i, K in enumerate((0, 2)):
            direct = radial_quadrature(
                lambda r: spherical_jn(K, Q * r), exps)
            assert abs(closed[i] - direct) < 1e-8


# ---------- one-electron operators in the f shell ----------
# spin-orbital index = 2*(m+3) + (0 for spin up, 1 for spin down)
def f_harmonic(m, x, phi):
    k = abs(m)
    N = math.sqrt(7 / (4 * math.pi) * math.factorial(3 - k)
                  / math.factorial(3 + k))
    Y = N * lpmv(k, 3, x) * np.exp(1j * k * phi)
    return Y if m >= 0 else (-1)**k * np.conj(Y)


xg, wx = np.polynomial.legendre.leggauss(12)
pg = 2 * np.pi * np.arange(20) / 20
X, P = np.meshgrid(xg, pg, indexing="ij")
W = np.repeat(wx[:, None], 20, axis=1) * 2 * np.pi / 20
Y = np.array([f_harmonic(m, X, P).ravel() for m in range(-3, 4)])
sin_t = np.sqrt(1 - X**2)
unit = [sin_t * np.cos(P), sin_t * np.sin(P), X]
pauli_half = [np.array([[0, 1], [1, 0]]) / 2,
              np.array([[0, -1j], [1j, 0]]) / 2,
              np.array([[1, 0], [0, -1]]) / 2]
T_z = np.zeros((14, 14), complex)
for b in range(3):
    angular = (Y.conj() * (W * unit[2] * unit[b]).ravel()) @ Y.T
    if b == 2:
        angular = angular - np.eye(7) / 3
    T_z += np.kron(angular, pauli_half[b])
T_z[abs(T_z) < 1e-12] = 0
m_values = np.arange(-3, 4)
L_z = np.kron(np.diag(m_values), np.eye(2))
S_z = np.kron(np.eye(7), pauli_half[2].real)
L_plus = np.kron(np.diag([math.sqrt(12 - m * (m + 1))
                          for m in range(-3, 3)], -1), np.eye(2))
S_plus = np.kron(np.eye(7), np.array([[0, 1], [0, 0]]))


# ---------- many-electron states as {occupation bits: amplitude} ----------
def apply(op, state):
    out = {}
    for det, amp in state.items():
        for q in range(14):
            if not det >> q & 1:
                continue
            removed = det ^ (1 << q)
            for p in np.nonzero(op[:, q])[0]:
                p = int(p)
                if removed >> p & 1:
                    continue
                swaps = (bin(det & ((1 << q) - 1)).count("1")
                         + bin(removed & ((1 << p) - 1)).count("1"))
                new = removed | (1 << p)
                out[new] = out.get(new, 0) + (-1)**swaps * op[p, q] * amp
    return out


def overlap(a, b):
    return sum(np.conj(v) * b.get(k, 0) for k, v in a.items())


def normalized(state):
    size = math.sqrt(overlap(state, state).real)
    return {k: v / size for k, v in state.items()}


def hund_numbers(n):
    up = [3 - i for i in range(min(n, 7))]
    down = [3 - i for i in range(max(n - 7, 0))]
    L, S = sum(up) + sum(down), (len(up) - len(down)) / 2
    J = abs(L - S) if n < 7 else L + S
    return up, down, L, S, J


def hund_state(n):
    """State with M = J in the Hund level, built from determinants."""
    up, down, L, S, J = hund_numbers(n)
    det = sum(1 << (2 * (m + 3)) for m in up)
    det += sum(1 << (2 * (m + 3) + 1) for m in down)
    top = {det: 1.0}
    if n >= 7:
        return top
    total, amp = {}, 1.0
    steps = int(round(2 * S))
    for k in range(steps + 1):
        part = top
        for _ in range(k):
            part = normalized(apply(S_plus.T, part))
        for _ in range(steps - k):
            part = normalized(apply(L_plus.T, part))
        for key, v in part.items():
            total[key] = total.get(key, 0) + amp * v
        MS = S - k
        ML = J - MS
        if k < steps:
            amp *= -math.sqrt((L * (L + 1) - ML * (ML + 1))
                              / (S * (S + 1) - MS * (MS - 1)))
    return normalized(total)


def lande(L, S, J):
    return 1 + (J*(J+1) + S*(S+1) - L*(L+1)) / (2*J*(J+1))


def tau_formula(n):
    up, down, L, S, J = hund_numbers(n)
    if L == 0:
        return 0.0
    stretched = (sum(8 - 2*m*m for m in up)
                 - sum(8 - 2*m*m for m in down)) / 90
    c = stretched / (S * (L*L - L*(L+1)/3))
    dot = (J*(J+1) - L*(L+1) - S*(S+1)) / 2
    bracket = dot**2 + 2*L*(L+1)*dot/3 - L*(L+1)*S*(S+1)/3
    return c * bracket / (J*(J+1))


table = {}
for n in [1, 2, 3, 4, 5, 7, 8, 9, 10, 11, 12, 13]:
    _, _, L, S, J = hund_numbers(n)
    psi = hund_state(n)
    raised = apply(L_plus + S_plus, psi)
    assert abs(overlap(raised, raised)) < 1e-18
    mean_L, mean_S, mean_T = [overlap(psi, apply(op, psi)).real
                              for op in (L_z, S_z, T_z)]
    g, tau = lande(L, S, J), tau_formula(n)
    assert abs(mean_L - (2 - g) * J) < 1e-9
    assert abs(mean_S - (g - 1) * J) < 1e-9
    assert abs(mean_T - tau * J) < 1e-9
    table[n] = (L, S, J, g, 2 / g - 1, (2 - g + 3 * tau) / g, tau)


def form_factor(Q, C, exps=single):
    j0, j2 = closed_averages(Q, exps)
    return j0 + C * j2


# small-Q law, including the sign of the initial slope
Q_small = 0.2
for n, row in table.items():
    C = row[4]
    slope = (form_factor(Q_small, C) - 1) / Q_small**2
    law = -r2 / 6 * (1 - 2 * C / 5)
    assert abs(slope - law) < 0.01 * r2 / 6
    assert (slope > 0) == (C > 2.5)

# ---------- full amplitude for f^1, J = M = 5/2, by 3D quadrature ----------
rn, wr = np.polynomial.legendre.leggauss(60)
rn, wr = 1.25 * (rn + 1), 1.25 * wr
cn, wc = np.polynomial.legendre.leggauss(40)
ph = 2 * np.pi * np.arange(48) / 48
r3, c3, p3 = [a.ravel() for a in np.meshgrid(rn, cn, ph, indexing="ij")]
volume = (wr[:, None, None] * rn[:, None, None]**2 * wc[None, :, None]
          * np.full((1, 1, 48), 2 * np.pi / 48)).ravel()
s3 = np.sqrt(1 - c3**2)
x3, y3, z3 = r3 * s3 * np.cos(p3), r3 * s3 * np.sin(p3), r3 * c3


def spinor(x, y, z):
    """Unnormalized solid harmonics m=2 (up) and m=3 (down)."""
    decay = np.exp(-zeta * np.sqrt(x*x + y*y + z*z))
    return np.array([z * (x + 1j*y)**2 * decay, (x + 1j*y)**3 * decay])


h = 1e-3
value = spinor(x3, y3, z3)
dy = (8 * (spinor(x3, y3 + h, z3) - spinor(x3, y3 - h, z3))
      - spinor(x3, y3 + 2*h, z3) + spinor(x3, y3 - 2*h, z3)) / (12 * h)
norms = np.sqrt((abs(value)**2) @ volume)
# common minus sign: the m=3 harmonic is minus a positive factor (x+iy)^3
factors = -np.sqrt([1 / 7, 6 / 7]) / norms
value, dy = value * factors[:, None], dy * factors[:, None]
spin_z = volume * (abs(value[0])**2 - abs(value[1])**2) / 2
spin_x = volume * (value[0].conj() * value[1]).real
grad_y = volume * (value.conj() * dy).sum(axis=0)


def amplitude_z(Q, cos_b):
    """z component of spin and orbital F_perp; Q lies in the xz plane."""
    sin_b = math.sqrt(1 - cos_b**2)
    phase = np.exp(1j * Q * (x3 * sin_b + z3 * cos_b))
    spin = phase @ (spin_z * sin_b**2 - spin_x * sin_b * cos_b)
    orbit = -sin_b / Q * (phase @ grad_y)
    return np.array([spin, orbit])


L1, S1, J1, g1, C1_dip, C1_full, tau1 = table[1]
bn, wb = np.polynomial.legendre.leggauss(12)
comparison = []
for Q in Q_list:
    mean = sum(w / 2 * amplitude_z(Q, b) for b, w in zip(bn, wb))
    spin_part, orbit_part = 1.5 * mean
    j0, j2 = closed_averages(Q, single)
    assert abs(orbit_part - (j0 + j2) * (2 - g1) * J1 / 2) < 1e-6
    assert abs(spin_part - (j0*(g1-1) + 1.5*j2*tau1) * J1) < 1e-6
    rank_one = 2 * (spin_part + orbit_part).real / (g1 * J1)
    assert abs(rank_one - form_factor(Q, C1_full)) < 1e-6
    complete = 2 * amplitude_z(Q, 0.0).sum() / (g1 * J1)
    assert abs(complete.imag) < 1e-8
    comparison.append((Q, form_factor(Q, C1_dip), rank_one, complete.real))
limit = 2 * amplitude_z(0.02, 0.0).sum().real / (g1 * J1)
assert abs(limit - 1) < 1e-4

# ---------- characteristic wavevectors ----------
Q_half = brentq(lambda q: form_factor(q, C1_dip) - 0.5, 0.5, 8)


def maximum(C, exps=single):
    res = minimize_scalar(lambda q: -form_factor(q, C, exps),
                          bounds=(0.5, 8), method="bounded",
                          options={"xatol": 1e-8})
    return res.x, -res.fun


peak_dip = maximum(table[5][4])
peak_full = maximum(table[5][5])
peak_double = maximum(table[5][4], double)
assert peak_dip[1] > 1 and peak_full[1] > 1 and peak_double[1] > 1
bohr = physical_constants["Bohr radius"][0] / angstrom

# ---------- output ----------
print(f"single exponent zeta = {zeta:.3f} 1/angstrom")
print(f"double exponents = {double[0]:.4f}, {double[1]:.4f} 1/angstrom")
print(f"<r^2>: single {r2:.5f}, double {r2_double:.5f} angstrom^2")
print("Hund levels (dimensionless); C dipole, C1 full rank one")
print(" n  L   S    J      g       C       C1      tau")
for n, (L, S, J, g, C, C1, tau) in table.items():
    print(f"{n:2d} {L:2d} {S:4.1f} {J:4.1f} {g:7.4f} {C:7.4f} "
          f"{C1:7.4f} {tau:8.5f}")
print("single exponent: Q in 1/angstrom, dipole f dimensionless")
print("  Q     <j0>     <j2>    f(f^1)   f(f^5)   f(f^9)")
for Q in Q_list:
    j0, j2 = closed_averages(Q, single)
    vals = [form_factor(Q, table[n][4]) for n in (1, 5, 9)]
    print(f"{Q:4.1f} {j0:8.5f} {j2:8.5f} "
          + " ".join(f"{v:8.5f}" for v in vals))
print("double exponent: same columns and units")
for Q in Q_list:
    j0, j2 = closed_averages(Q, double)
    vals = [form_factor(Q, table[n][4], double) for n in (1, 5, 9)]
    print(f"{Q:4.1f} {j0:8.5f} {j2:8.5f} "
          + " ".join(f"{v:8.5f}" for v in vals))
print("f^1, J=M=5/2, single exponent; Q in 1/angstrom")
print("  Q    dipole   rank one  complete (Q perp. moment)")
for Q, dip, rank1, full in comparison:
    print(f"{Q:4.1f} {dip:9.5f} {rank1:9.5f} {full:9.5f}")
print(f"f^1 dipole half height: Q = {Q_half:.4f} 1/angstrom")
print(f"  the same Q = {Q_half * bohr:.4f} 1/bohr")
print(f"f^5 dipole maximum: Q = {peak_dip[0]:.4f} 1/angstrom")
print(f"  the same Q = {peak_dip[0] * bohr:.4f} 1/bohr")
print(f"  value of f there = {peak_dip[1]:.5f} (dimensionless)")
print(f"f^5 rank-one maximum: Q = {peak_full[0]:.4f} 1/angstrom")
print(f"  value of f there = {peak_full[1]:.5f} (dimensionless)")
print(f"f^5 dipole, double: Q = {peak_double[0]:.4f} 1/angstrom")
print(f"  value of f there = {peak_double[1]:.5f} (dimensionless)")
print("ALL CHECKS PASSED")
```

Output:

```
single exponent zeta = 10.000 1/angstrom
double exponents = 7.4706, 14.9412 1/angstrom
<r^2>: single 0.22500, double 0.22500 angstrom^2
Hund levels (dimensionless); C dipole, C1 full rank one
 n  L   S    J      g       C       C1      tau
 1  3  0.5  2.5  0.8571  1.3333  1.6000  0.07619
 2  5  1.0  4.0  0.8000  1.5000  1.6444  0.03852
 3  6  1.5  4.5  0.7273  1.7500  1.8030  0.01286
 4  6  2.0  4.0  0.6000  2.3333  2.2626 -0.01414
 5  5  2.5  2.5  0.2857  6.0000  5.4222 -0.05503
 7  0  3.5  3.5  2.0000  0.0000  0.0000  0.00000
 8  3  3.0  6.0  1.5000  0.3333  0.3704  0.01852
 9  5  2.5  7.5  1.3333  0.5000  0.5333  0.01481
10  6  2.0  8.0  1.2500  0.6000  0.6133  0.00556
11  6  1.5  7.5  1.2000  0.6667  0.6519 -0.00593
12  5  1.0  6.0  1.1667  0.7143  0.6667 -0.01852
13  3  0.5  3.5  1.1429  0.7500  0.6667 -0.03175
single exponent: Q in 1/angstrom, dipole f dimensionless
  Q     <j0>     <j2>    f(f^1)   f(f^5)   f(f^9)
 2.0  0.85948  0.05462  0.93231  1.18720  0.88679
 4.0  0.53423  0.16541  0.75478  1.52670  0.61694
 6.0  0.21378  0.23669  0.52936  1.63390  0.33212
 8.0  0.01681  0.22768  0.32038  1.38288  0.13065
10.0 -0.05505  0.16553  0.16565  0.93810  0.02771
double exponent: same columns and units
 2.0  0.86213  0.05314  0.93299  1.18099  0.88870
 4.0  0.56207  0.15114  0.76359  1.46892  0.63764
 6.0  0.28564  0.20608  0.56041  1.52212  0.38868
 8.0  0.10870  0.20307  0.37947  1.32714  0.21024
10.0  0.01660  0.16920  0.24220  1.03181  0.10120
f^1, J=M=5/2, single exponent; Q in 1/angstrom
  Q    dipole   rank one  complete (Q perp. moment)
 2.0   0.93231   0.94687   0.94103
 4.0   0.75478   0.79889   0.77759
 6.0   0.52936   0.59248   0.55265
 8.0   0.32038   0.38109   0.32830
10.0   0.16565   0.20979   0.15466
f^1 dipole half height: Q = 6.2611 1/angstrom
  the same Q = 3.3132 1/bohr
f^5 dipole maximum: Q = 5.5824 1/angstrom
  the same Q = 2.9541 1/bohr
  value of f there = 1.64244 (dimensionless)
f^5 rank-one maximum: Q = 5.4170 1/angstrom
  value of f there = 1.51169 (dimensionless)
f^5 dipole, double: Q = 5.3431 1/angstrom
  value of f there = 1.53766 (dimensionless)
ALL CHECKS PASSED
```
